# Depletion capacitance of a linearly graded p-n junction

## A case that can be seen through

Take a layer in which the charge density is \(\rho=x\) between \(x=-w\) and \(x=w\) and zero outside, in units where the permittivity is 1. The field vanishes outside the layer, so inside it has magnitude \(\int_x^w x'\,dx'=(w^2-x^2)/2\). The potential drop is the integral of this magnitude over the layer,

\[
\psi=\int_{-w}^{w}\frac{w^2-x^2}{2}\,dx=\frac{2w^3}{3},
\]

and the positive charge on the right is \(Q=w^2/2\). Move both edges out by \(dw\). Then \(dQ=w\,dw\) and \(d\psi=2w^2\,dw\), so the differential capacitance is \(C=dQ/d\psi=1/(2w)\). Hence \(1/C^3=8w^3=12\psi\).

The inverse cube of the capacitance is proportional to the drop because the drop grows as the cube of the width and the capacitance falls as its inverse. A junction whose doping changes linearly through zero has this charge density once its carriers are gone.

## Assumptions and conventions

The net doping is \(N_D-N_A=ax\), with \(a>0\). The n side is at \(x>0\), and \(q>0\) is the elementary charge. Charge and capacitance are per unit area. The applied voltage \(V\) is positive in the forward direction, and \(V_R=-V\) is the reverse bias. The electrostatic potential is \(\phi\), and the field is \(E=-d\phi/dx\).

The theorem assumes:

1. The junction is one-dimensional, its dopants are fully ionized, and its permittivity \(\varepsilon\) is constant.
2. A layer of width \(W\) contains no mobile carriers. The material outside is neutral and its field is neglected.
3. The bias is zero or reverse, and the carriers at the layer edges follow the small measuring voltage.
4. The drop across the layer is \(\psi=V_{bi}-V\), with a built-in potential \(V_{bi}\) independent of bias.

The second and fourth assumptions are approximations, and both are corrected below.

**Theorem.** Under these assumptions

\[
C=\frac{\varepsilon}{W}=\left[\frac{qa\varepsilon^2}{12(V_{bi}-V)}\right]^{1/3},
\qquad
\frac1{C^3}=\frac{12(V_{bi}-V)}{qa\varepsilon^2}.
\]

Thus \(1/C^3\) is linear in \(V\), with slope \(-12/(qa\varepsilon^2)\), and extrapolates to zero at \(V=V_{bi}\).

## Lemma 1: width and potential drop

**Statement.** The layer extends from \(-W/2\) to \(W/2\), and \(\psi=qaW^3/(12\varepsilon)\).

**Proof.** Let the edges be \(-x_p\) and \(x_n\). The field is zero at both, so by Gauss's law the total charge vanishes:

\[
0=\int_{-x_p}^{x_n}qax\,dx=\frac{qa}{2}(x_n^2-x_p^2).
\]

Both lengths are positive, hence \(x_n=x_p=W/2\). Integrate \(dE/dx=qax/\varepsilon\) from the left edge, where \(E=0\):

\[
E(x)=\frac{qa}{2\varepsilon}\left(x^2-\frac{W^2}{4}\right).
\]

The field is negative: it points from the donors on the right to the acceptors on the left. Its largest magnitude, at \(x=0\), is \(E_0=qaW^2/(8\varepsilon)\). The potential rises towards the n side by

\[
\psi=-\int_{-W/2}^{W/2}E\,dx
=\frac{qa}{2\varepsilon}\left(\frac{W^3}{4}-\frac{W^3}{12}\right)
=\frac{qaW^3}{12\varepsilon}.
\]

The first term in brackets is \(W^2/4\) times the width, and the second is \(\int x^2dx=2(W/2)^3/3\). ∎

Dividing \(E_0\) by \(\psi\) gives \(E_0=3\psi/(2W)\): the peak field is one and a half times the mean field.

## Lemma 2: differential capacitance

**Statement.** \(C=dQ/d\psi=\varepsilon/W\), where \(Q\) is the charge on the n side of the layer.

**Proof.** The charge is

\[
Q=\int_0^{W/2}qax\,dx=\frac{qaW^2}{8},
\qquad dQ=\frac{qaW}{4}\,dW.
\]

Lemma 1 gives \(d\psi=qaW^2\,dW/(4\varepsilon)\). Division yields \(\varepsilon/W\). ∎

The added charge appears at the two edges, where carriers are withdrawn, and these are a distance \(W\) apart. That is why the result is that of a parallel-plate capacitor. The ratio of total charge to total drop is different:

\[
\frac Q\psi=\frac{qaW^2}{8}\,\frac{12\varepsilon}{qaW^3}=\frac{3\varepsilon}{2W}.
\]

A small alternating voltage measures the derivative, not this ratio.

## Proof of the theorem

Set \(\psi=V_{bi}-V\) in Lemma 1 and solve for \(W^3=12\varepsilon(V_{bi}-V)/(qa)\). Lemma 2 gives \(1/C^3=W^3/\varepsilon^3\). Substitution cancels one power of \(\varepsilon\) and gives the stated line. Inverting it and taking the cube root gives \(C\). Since \(V_{bi}\) is constant, \(d\psi=-dV=dV_R\), so Lemma 2's derivative is also the derivative with respect to reverse bias. ∎

**Remark on extracting the gradient.** If \(S\) is the magnitude of the slope of \(1/C^3\) against voltage, then \(a=12/(q\varepsilon^2S)\). An instrument measures the total capacitance \(C_{tot}=AC\) of a device of area \(A\). The slope of \(1/C_{tot}^3\) has magnitude \(S_{tot}=S/A^3\), so

\[
a=\frac{12}{q\varepsilon^2A^3S_{tot}}.
\]

At fixed measured slope, an area taken 1% too large makes \(a\) about 3% too small.

**Remark on other profiles.** Let the doping be odd in \(x\) and equal to \(Bx^m\) for \(x>0\), with \(m\ge0\) and edges at \(\pm w\). The field magnitude for \(x>0\) is \(qB(w^{m+1}-x^{m+1})/[\varepsilon(m+1)]\). Twice its integral from 0 to \(w\) is

\[
\psi=\frac{2qB}{\varepsilon(m+1)}\left(1-\frac1{m+2}\right)w^{m+2}
=\frac{2qBw^{m+2}}{\varepsilon(m+2)}.
\]

Also \(dQ=qBw^m\,dw\) and \(d\psi=2qBw^{m+1}dw/\varepsilon\), so \(C=\varepsilon/(2w)\). Therefore \(C^{-(m+2)}\) is proportional to \(\psi\). The case \(m=1\) is the graded junction. The case \(m=0\), an abrupt junction with equal doping on both sides, gives a straight line for \(1/C^2\). Within this family the power that straightens the data identifies the profile.

## Lemma 3: the barrier depends on the width

**Statement.** With Boltzmann statistics and locally neutral material at \(x=\pm W/2\), the potential difference between these points is \(V_R+V_{bi}(W)\), where

\[
V_{bi}(W)=2V_t\ln\frac{aW}{2n_i},\qquad V_t=\frac{kT}{q}.
\]

Here \(n_i\) is the intrinsic carrier density.

**Proof.** Write the electron and hole densities as \(n=n_ie^{(\phi-\phi_n)/V_t}\) and \(p=n_ie^{(\phi_p-\phi)/V_t}\). The quasi-Fermi potentials \(\phi_n\) and \(\phi_p\) are taken as constant through the layer, with \(\phi_n-\phi_p=V_R\). Neutrality at \(W/2\) requires \(n=aW/2\), minority carriers being negligible, so \(\phi=\phi_n+V_t\ln(aW/2n_i)\). At \(-W/2\), \(p=aW/2\) gives \(\phi=\phi_p-V_t\ln(aW/2n_i)\). Subtract. ∎

A wider layer ends in more heavily doped material, so its barrier is higher. For the theorem a single constant is needed. Take the zero-bias value \(V_{bi0}\), found by solving \(V_{bi}(W_0)=qaW_0^3/(12\varepsilon)\) for the zero-bias width \(W_0\). The equation also has a root near \(2n_i/a\), where Lemma 3's neglect of minority carriers fails; the larger root is meant.

## Lemma 4: each soft edge costs one thermal voltage

The carriers do not stop abruptly at an edge. From here on, \(W\) is defined by the true central field through \(E_0=qaW^2/(8\varepsilon)\), so it remains meaningful without sharp edges.

**Statement.** To leading order in the ratio of edge thickness to \(W\),

\[
\frac{qaW^3}{12\varepsilon}=V_R+2V_t\left[\ln\frac{aW}{2n_i}-1\right].
\]

**Proof.** Near the n-side edge, treat the doping as the constant \(N=aW/2\). Let \(d\) be the amount by which \(\phi\) lies below its local neutral value. Then \(n=Ne^{-d/V_t}\), and Poisson's equation becomes

\[
\frac{d^2d}{dx^2}=\frac{qN}{\varepsilon}\left(1-e^{-d/V_t}\right).
\]

Multiply by \(dd/dx\), whose magnitude is that of the field, and integrate from the neutral side, where \(d\) and the field vanish:

\[
\frac{\varepsilon E^2}{2}=qN\left[d-V_t\left(1-e^{-d/V_t}\right)\right].
\]

Inside the layer \(d\gg V_t\), the exponential is negligible, and \(d=V_t+\varepsilon E^2/(2qN)\).

Now approach from the emptied region. The field there is the parabola of Lemma 1, which extrapolates to zero at \(W/2\). At a small distance \(s\) inside this point, \(|E|=qNs/\varepsilon\) to leading order. The edge solution therefore gives \(d=V_t+qNs^2/(2\varepsilon)\). The potential obtained by extending the parabola's integral to \(W/2\) lies above the potential at \(s\) by the second term alone. The neutral potential is thus higher than the extended one by \(V_t\). The p side contributes the same by symmetry. The full difference of Lemma 3 is therefore \(qaW^3/(12\varepsilon)+2V_t\), and rearrangement gives the statement. ∎

The edge thickness is set by \(L_D=\sqrt{\varepsilon V_t/(qN)}\), and the approximation requires \(L_D\ll W/2\).

## Proposition: corrected capacitance

With both corrections,

\[
C=\frac{\varepsilon/W}{1-\delta},\qquad
\delta=\frac{8\varepsilon V_t}{qaW^3}.
\]

**Proof.** Gauss's law relates the charge on the n half to the central field and the far field. The latter does not change with bias, so \(dQ=\varepsilon\,dE_0=qaW\,dW/4\). Since the dopants are fixed, this charge is supplied by withdrawing electrons. Differentiating Lemma 4 gives

\[
dV_R=\left(\frac{qaW^2}{4\varepsilon}-\frac{2V_t}{W}\right)dW.
\]

Divide \(dQ\) by \(dV_R\) and take \(qaW^2/(4\varepsilon)\) out of the bracket. ∎

For small \(\delta\), \((1-\delta)^3\approx1-3\delta\). Hence

\[
\frac1{C^3}\approx\frac{W^3}{\varepsilon^3}-\frac{24V_t}{qa\varepsilon^2}
=\frac{12}{qa\varepsilon^2}\left\{V_R+2V_t\left[\ln\frac{aW}{2n_i}-2\right]\right\}.
\]

The second form follows by inserting Lemma 4 for \(W^3\) and writing \(24V_t=12(2V_t)\). Relative to the law with \(V_{bi}(W)\), the offset is lowered by \(4V_t\): half comes from the soft edges and half from the change of barrier during the measurement.

The logarithm also bends the line. Since \(W\propto\psi^{1/3}\) to leading order, \(d\ln W/dV_R\approx1/(3\psi)\), and the local slope is multiplied by \(1+2V_t/(3\psi)\). The correction fades as reverse bias grows.

## A silicon junction

The numbers below use rough typical parameters for a diffused silicon junction at 300 K: \(a=10^{21}\) cm\(^{-4}\), \(n_i=10^{10}\) cm\(^{-3}\), relative permittivity 11.7 and area \(10^{-3}\) cm\(^2\). Then \(\varepsilon=1.0359\times10^{-12}\) F/cm and \(V_t=25.85\) mV.

At zero bias the self-consistent width is 387.3 nm. The edge doping is \(1.936\times10^{16}\) cm\(^{-3}\), and

\[
V_{bi0}=2(0.025852)\ln(1.936\times10^6)\approx0.7485\ \text{V}.
\]

At 5 V reverse bias the drop is 5.7485 V, so

\[
W=\left[\frac{12(1.0359\times10^{-12})(5.7485)}{(1.602\times10^{-19})(10^{21})}\right]^{1/3}\text{cm}
=7.64\times10^{-5}\ \text{cm}=764\ \text{nm}.
\]

The capacitance is \(\varepsilon/W=13.56\) nF/cm\(^2\), or 13.56 pF for the device. The peak field is \(1.5(5.7485)/(7.64\times10^{-5})=1.13\times10^5\) V/cm, or 0.113 MV/cm. The ideal slope is \(6.98\times10^4\) (cm\(^2\)/µF)\(^3\) per volt. Multiplied by 5.7485 V it gives \(4.01\times10^5\) (cm\(^2\)/µF)\(^3\), which agrees with \((0.01356)^{-3}\).

For comparison, Poisson's equation was solved numerically with the same linear doping, Boltzmann electrons and holes, and constant quasi-Fermi potentials. The capacitance was taken as the change of stored electron charge with bias. Relative to this solution, the theorem's capacitance is 4.7% low at zero bias, 1.7% low at 1 V and 0.17% low at 10 V. The corrected formula is 0.14% high at zero bias, 0.06% high at 1 V and 0.005% high at 10 V. The potential cost of the two edges is \(1.93V_t\) at zero bias and \(1.97V_t\) at 10 V, against the leading-order value \(2V_t\). At zero bias \(L_D\approx29\) nm, about 0.15 of the half-width, so a remainder of this size is reasonable.

A straight line fitted to the numerical \(1/C^3\) from 1 to 10 V has a largest misfit of 0.054% of the data's span. For \(1/C^2\) the corresponding figure is 5.05%. The fitted gradient is \(9.97\times10^{20}\) cm\(^{-4}\), 0.31% below the input. The logarithm accounts for the sign and size: it raises the mean slope between the end points by about

\[
\frac{2V_t\ln(941.3/513.8)}{9\ \text{V}}=0.35\%,
\]

and a larger slope means a smaller inferred \(a\).

The extrapolated intercept is 0.662 V, 86 mV below \(V_{bi0}\); the corrected formula, fitted in the same way, gives 0.660 V. The shift \(-4V_t=-103\) mV is partly offset by the growth of the barrier with width. In this model the slope gives the gradient well, but the intercept should not be read as the zero-bias barrier.

## Real junctions and the limits of the result

A real diffused profile is nearly linear only over a limited distance. Consider the profile \(a\lambda(1-e^{-x/\lambda})\), which has gradient \(a\) at the junction. With the barrier held constant, and the n-side edge moved over the range it covers in the linear junction between 1 and 10 V, the fitted gradient is 1.44% low for \(\lambda=1\) µm and 0.39% low for \(\lambda=2\) µm. These edge ranges end below 10 V, at about 7.9 and 8.8 V; a sweep over the full 1 to 10 V gives about 1.7% and 0.42%. The near-fourfold fall has a reason. Changing \(\lambda\) to \(-\lambda\) gives the same junction reflected in \(x=0\) with donors and acceptors exchanged, which leaves the depletion capacitance unchanged. For a fixed range of drops the error is therefore even in \(1/\lambda\) and starts at second order. Here the range of drops itself shifts with \(\lambda\), but this changes the error only from third order on. These small errors depend on the doping available. On the n side the profile levels off at \(a\lambda\), which is \(10^{17}\) cm\(^{-3}\) for \(\lambda=1\) µm, while the linear junction needs \(4.7\times10^{16}\) cm\(^{-3}\) at its edge at 10 V. In a junction diffused into a uniform wafer, the limit is the wafer's own doping. A wafer doped to \(10^{16}\) cm\(^{-3}\) cannot supply even the zero-bias edge value of \(1.94\times10^{16}\) cm\(^{-3}\), so the linear law does not apply to it with this gradient.

Some other neglected effects are estimated at 10 V, where the peak field is 0.171 MV/cm:

- **Avalanche.** A rough electron ionization law gives an integral of 0.018 across the layer, or about two extra pairs per hundred crossings. This mainly concerns the leakage current.
- **Tunnelling.** A triangular barrier of height \(E_g\) and length \(E_g/(qE_0)\) has the exponent \((2/\hbar)\int\sqrt{2m(E_g-qE_0x)}\,dx=4\sqrt{2m}\,E_g^{3/2}/(3q\hbar E_0)\). With a rough mass of 0.1 electron masses and a gap of 1.12 eV it is 149, so tunnelling is negligible here.
- **Degeneracy.** The leading Fermi-Dirac correction shifts the barrier by about 0.03 mV. Incomplete ionization of shallow dopants at the edge doping is a larger effect, of order 1 mV, but still small against \(V_t\).
- **Perimeter.** For a circular device the layer width is 0.53% of the radius \(r\), but the fringing correction at the rim carries a logarithm: for two thin discs in a uniform dielectric it is \((W/\pi r)[\ln(16\pi r/W)-1]\approx1.4\%\) of the capacitance. The value for a real junction depends on the rim geometry and the surrounding medium. A planar diffused junction also curves up to the surface. If its depth is \(x_j\ll r\) and the curved part is a quarter circle in section, this adds about \(2\pi r(\pi x_j/2)/(\pi r^2)=\pi x_j/r\) of the flat area. With \(r=178\) µm that is 1.8% for a depth of 1 µm, and since the area enters cubed, ignoring it makes \(a\) about 5% too large. A gradient this gentle usually means a deeper junction: the exponential profile with \(\lambda=1\) µm and a surface doping of \(10^{19}\) cm\(^{-3}\) has \(x_j=\lambda\ln100=4.6\) µm, which adds about 8% to the area and about a quarter to the inferred \(a\). In such a device the sidewall, which is not included here, outweighs the other corrections to the gradient.

Temperature acts through \(V_t\), whose growth raises the barrier, and through \(n_i\), whose growth lowers it by more. At 350 K, with \(a\), \(\varepsilon\) and the 1.12 eV gap held fixed, \(n_i=2.8\times10^{11}\) cm\(^{-3}\), \(V_{bi0}\) falls to 0.670 V and the theorem's zero-bias capacitance rises from 26.75 to 27.75 nF/cm\(^2\). The gap of silicon shrinks on heating, which raises \(n_i\) to about \(3.5\times10^{11}\) cm\(^{-3}\) and moves these values to about 0.655 V and 28.0 nF/cm\(^2\). The ideal slope does not change, because it contains neither \(T\) nor \(n_i\).

The theorem should not be carried far into forward bias. As \(V\) approaches \(V_{bi}\) it predicts \(W\to0\) and an infinite capacitance. Before that point the soft edges fill the layer, \(L_D\ll W/2\) fails, and an emptied region no longer exists. The voltage intercept is an extrapolation of the reverse-bias line, not a bias at which the formula describes the device.

## Computed results

```
gradient a = 1.00e+21 cm^-4; ni = 1.0e+10 cm^-3; T = 300 K
relative permittivity = 11.7; eps = 1.0359e-12 F/cm; area = 1.0e-03 cm^2
thermal voltage = 25.852 mV
zero-bias width W0 = 387.3 nm; Vbi0 = 0.7485 V
doping at layer edge, zero bias = 1.936e+16 cm^-3
ideal slope of 1/C^3 against VR = 6.9791e+04 (cm^2/uF)^3 per V
Simple law: VR (V), W (nm), peak field (MV/cm), C (nF/cm^2), C (pF), 1/C^3 ((cm^2/uF)^3)
     0    387.3   0.0290   26.751   26.751  5.2238e+04
     1    513.8   0.0510   20.161   20.161  1.2203e+05
     2    597.4   0.0690   17.339   17.339  1.9182e+05
     5    764.0   0.1129   13.559   13.559  4.0119e+05
    10    941.3   0.1713   11.006   11.006  7.5015e+05
Full Poisson: VR (V), C (nF/cm^2), error of simple law (%), error of refined law (%), edge cost (Vt)
     0   28.071    -4.70    0.139   1.930
     1   20.502    -1.66    0.056   1.944
     2   17.507    -0.96    0.032   1.953
     5   13.611    -0.38    0.012   1.965
    10   11.025    -0.17    0.005   1.973
Line through full Poisson 1/C^3, VR = 1 to 10 V:
  gradient = 9.9690e+20 cm^-4; error = -0.31 %
  intercept = 0.6623 V; refined law gives 0.6595 V
  intercept minus Vbi0 = -86.1 mV
  largest misfit / span: 1/C^3 0.054 %, 1/C^2 5.05 %
Neglected effects:
  exponential profile, decay 1 um: gradient error = -1.44 %
  exponential profile, decay 2 um: gradient error = -0.39 %
  ionization law (rough): 7.0e+05 /cm * exp(-1.2e+06 V/cm / E)
  ionization integral at 10 V = 1.83e-02
  tunnelling: gap = 1.12 eV, mass = 0.1 m_e (rough)
  tunnelling exponent at 10 V = 149
  degeneracy at 10 V (Nc = 2.8e+19 cm^-3): barrier shift = 0.031 mV
  at 350 K: ni = 2.78e+11 cm^-3, Vbi0 = 0.6704 V, C(0) = 27.752 nF/cm^2
  perimeter: W(10 V) / device radius = 0.53 %
```
